# Apparent Thermionic Barrier of a Contact with Gaussian Schottky Barriers: a program that tests the result

```python
"""
Result under test: patches conducting in parallel, with a Gaussian area
distribution of Schottky barriers (mean MEAN, standard deviation SIGMA, eV),
have the apparent thermionic barrier  MEAN - SIGMA**2 / (2 k T).
The reference current is a direct energy integral of the electron supply times
the area fraction whose barrier lies below that energy.
Energies are in eV, lengths in nm or cm as named, temperatures in K.
Example: platinum on n-type silicon, rough typical parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.special import ndtr

KB = sc.k / sc.e                 # eV/K
MEAN, SIGMA = 0.85, 0.06         # eV
MASS_RICHARDSON = 0.92           # emission mass / electron mass
MASS_TUNNEL = 0.20               # light tunnelling mass / electron mass
DOPING, NC = 1e16, 2.8e19        # cm^-3
EPS_R = 11.7
CONTACT_RADIUS, PATCH_RADIUS = 250.0, 1.0   # micrometre
GAP_DRIFT = 2.5e-4               # eV/K, barrier assumed to follow the gap
DRIFT_VELOCITY = 1e7             # cm/s
NI, LIFETIME = 1e10, 1e-6        # cm^-3, s
BIAS = 0.20                      # V, forward
T0 = 300.0
KT = KB * T0

A_STAR = (4 * np.pi * sc.e * MASS_RICHARDSON * sc.m_e * sc.k**2
          / sc.h**3) * 1e-4      # A/(cm^2 K^2)


def one_way_current(temp, level=0.0, mean=MEAN):
    """Emission (A/cm^2) from a reservoir whose Fermi level is at `level`."""
    energy = np.linspace(0.0, 3.0, 6001)
    kt = KB * temp
    supply = np.log1p(np.exp(-(energy - level) / kt))
    open_area = ndtr((energy - mean) / SIGMA)
    integral = simpson(supply * open_area, x=energy) * sc.e
    front = (sc.e * MASS_RICHARDSON * sc.m_e * sc.k * temp
             / (2 * np.pi**2 * sc.hbar**3))
    return front * integral * 1e-4


def apparent(temp):
    return MEAN - SIGMA**2 / (2 * KB * temp)


def tangent(temp, drift=0.0):
    """Slope energy and prefactor of ln(J/T^2) against 1/kT."""
    beta = 1 / (KB * temp)
    step = 1e-3 * beta

    def log_current(b):
        t = 1 / (KB * b)
        mean = MEAN - drift * (t - T0)
        return np.log(one_way_current(t, mean=mean) / t**2)

    slope = (log_current(beta + step) - log_current(beta - step)) / (2 * step)
    return -slope, np.exp(log_current(beta) - slope * beta)


# Apparent barrier and bias dependence, from the energy integral
temps = [250.0, 300.0, 350.0]
measured = {}
for t in temps:
    j0 = one_way_current(t)
    measured[t] = -KB * t * np.log(j0 / (A_STAR * t**2))
    assert abs(measured[t] - apparent(t)) < 1e-6
    net = one_way_current(t, BIAS) - j0
    assert abs(net / (j0 * np.expm1(BIAS / (KB * t))) - 1) < 1e-5
j_sat = one_way_current(T0)
j_forward = one_way_current(T0, BIAS) - j_sat
j_uniform = A_STAR * T0**2 * np.exp(-MEAN / KT)

# Barriers that carry the current
phi = np.linspace(MEAN - 12 * SIGMA, MEAN + 8 * SIGMA, 8001)
weight = np.exp(-(phi - MEAN)**2 / (2 * SIGMA**2) - (phi - MEAN) / KT)
weight /= simpson(weight, x=phi)
dominant = simpson(weight * phi, x=phi)
width = np.sqrt(simpson(weight * (phi - dominant)**2, x=phi))
assert abs(dominant - (MEAN - SIGMA**2 / KT)) < 1e-6
assert abs(width - SIGMA) < 1e-6

# Richardson plot: tangent, then quadratic fit
slope_energy, tangent_a = tangent(T0)
assert abs(slope_energy - (MEAN - SIGMA**2 / KT)) < 1e-5
assert abs(tangent_a / (A_STAR * np.exp(-SIGMA**2 / (2 * KT**2))) - 1) < 1e-3
fit_t = np.linspace(250, 350, 11)
fit_y = [np.log(one_way_current(t) / t**2) for t in fit_t]
c2, c1, c0 = np.polyfit(1 / (KB * fit_t), fit_y, 2)
fit_mean, fit_sigma, fit_a = -c1, np.sqrt(2 * c2), np.exp(c0)
assert abs(fit_mean - MEAN) < 1e-4 and abs(fit_sigma - SIGMA) < 1e-4
assert abs(fit_a / A_STAR - 1) < 1e-2

# Temperature drift of the mean barrier
drift_slope, _ = tangent(T0, GAP_DRIFT)
assert abs(drift_slope - (MEAN + GAP_DRIFT * T0 - SIGMA**2 / KT)) < 1e-5
rise = measured[350.0] - measured[250.0]
drift_change = -GAP_DRIFT * 100.0

# Uniform distribution with the same variance
half = np.sqrt(3) * SIGMA
mean_factor = quad(lambda x: np.exp(-x / KT), -half, half)[0] / (2 * half)
uniform_reduction = KT * np.log(mean_factor)
x_u = half / KT
assert abs(uniform_reduction - KT * np.log(np.sinh(x_u) / x_u)) < 1e-8
assert abs(uniform_reduction - SIGMA**2 / (2 * KT)) > 0.01

# Depletion layer
v_n = KT * np.log(NC / DOPING)
bending = MEAN - v_n
eps = EPS_R * sc.epsilon_0
depletion = np.sqrt(2 * eps * bending / (sc.e * DOPING * 1e6)) * 1e9  # nm
field = 2 * bending / depletion                                    # eV/nm
below_flat = ndtr((v_n + BIAS - dominant) / SIGMA)

# Capacitance barrier from the tangent to 1/C^2 at 1 V reverse bias
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()


def inverse_c2(reverse):
    return np.sum(weights * (bending + reverse + SIGMA * nodes)**-0.5)**-2


gradient = (inverse_c2(1.001) - inverse_c2(0.999)) / 0.002
cv_barrier = inverse_c2(1.0) / gradient - 1.0 + v_n
assert abs(cv_barrier - (MEAN - 1.5 * SIGMA**2 / (bending + 1))) < 5e-5

# Image-force lowering, checked against a direct search for the maximum
image_c = sc.e / (16 * np.pi * eps) * 1e9                          # eV nm
image = np.sqrt(4 * image_c * field)
search = minimize_scalar(lambda z: image_c / z + field * z,
                         bounds=(0.1, 50), method="bounded")
assert abs(search.fun - image) < 1e-6

# Tunnelling just below a triangular top; full transmission above it
wkb = (4 * np.sqrt(2 * MASS_TUNNEL * sc.m_e * sc.e)
       / (3 * sc.hbar * field * 1e9))
extra = quad(lambda e: np.exp(e / KT - wkb * e**1.5) / KT, 0, bending,
             points=[0.01, 0.05, 0.1])[0]
tunnel = KT * np.log1p(extra)

# Finite drift velocity and recombination in the depletion layer
v_emit = A_STAR * T0**2 / (sc.e * NC)
velocity_shift = KT * np.log1p(v_emit / DRIFT_VELOCITY)
j_rec = (sc.e * NI * depletion * 1e-7 / (2 * LIFETIME)
         * np.exp(BIAS / (2 * KT)))

# Pinch-off near the straight edge of a low patch
deficit = MEAN - dominant
edge = deficit / (np.pi * field)


def excess_barrier(distance):
    """Highest band energy above the patch's own surface barrier."""
    best = -np.inf
    for z in np.linspace(0.05, 5, 60):
        def kernel(x):
            return z / (np.pi * ((distance - x)**2 + z**2))
        patch = quad(kernel, 0, distance)[0] + quad(kernel, distance, np.inf)[0]
        depth = z * edge / depletion
        drop = bending * (2 * depth - depth**2)
        best = max(best, deficit * (1 - patch) - drop)
    return best


assert excess_barrier(0.8) > 1e-3
assert excess_barrier(1.2) < 0
edge_fraction = 2 * edge / (PATCH_RADIUS * 1000)

# Finite number of patches
patches = int(round((CONTACT_RADIUS / PATCH_RADIUS)**2))
rng = np.random.default_rng(7)
trial = np.exp(rng.standard_normal((4000, 1000))).mean(axis=1)
assert abs(trial.std() / trial.mean() / np.sqrt((np.e - 1) / 1000) - 1) < 0.05
scatter = {t: np.sqrt(np.expm1((SIGMA / (KB * t))**2) / patches) for t in temps}
sample_t = [300.0, 200.0, 100.0]
samples = {t: [] for t in sample_t}
for _ in range(100):
    offset = SIGMA * rng.standard_normal(patches)
    for t in sample_t:
        kt = KB * t
        samples[t].append(MEAN - kt * np.log(np.mean(np.exp(-offset / kt))))
typical = {t: np.median(samples[t]) for t in sample_t}
t_sampling = SIGMA / (KB * np.sqrt(2 * np.log(patches)))
assert abs(typical[300.0] - apparent(300.0)) < 2e-3
assert abs(typical[200.0] - apparent(200.0)) < 1e-2
assert typical[100.0] - apparent(100.0) > 0.02

print(f"mean barrier {MEAN:.3f} eV; spread {SIGMA:.3f} eV")
print(f"emission mass {MASS_RICHARDSON:.2f} m_e; A* {A_STAR:.1f} A/(cm2 K2)")
print(f"doping {DOPING:.1e} cm^-3; Nc {NC:.1e} cm^-3; eps_r {EPS_R:.1f}")
print(f"contact radius {CONTACT_RADIUS:.0f} um; patch {PATCH_RADIUS:.1f} um")
print(f"thermal energy at 300 K {KT:.5f} eV")
for t in temps:
    print(f"T {t:.0f} K: reduction {MEAN - measured[t]:.4f} eV, "
          f"apparent barrier {measured[t]:.4f} eV")
print(f"saturation current, 300 K {j_sat:.3e} A/cm2")
print(f"same with no spread {j_uniform:.3e} A/cm2")
print(f"current ratio {j_sat / j_uniform:.2f}")
print(f"current at {BIAS:.2f} V forward {j_forward:.3e} A/cm2")
print(f"dominant barrier {dominant:.4f} eV; its spread {width:.4f} eV")
print(f"Richardson tangent energy, 300 K {slope_energy:.4f} eV")
print(f"Richardson tangent prefactor {tangent_a:.2f} A/(cm2 K2)")
print(f"quadratic fit: mean {fit_mean:.4f} eV, spread {fit_sigma:.4f} eV")
print(f"quadratic fit: A* {fit_a:.1f} A/(cm2 K2)")
print(f"capacitance barrier, 1 V reverse {cv_barrier:.4f} eV")
print(f"uniform-distribution reduction {uniform_reduction:.4f} eV")
print(f"assumed barrier drift {GAP_DRIFT:.2e} eV/K")
print(f"apparent rise 250 to 350 K, no drift {rise:.4f} eV")
print(f"barrier change from drift, same range {drift_change:.4f} eV")
print(f"tangent energy with drift, 300 K {drift_slope:.4f} eV")
print(f"Fermi level below conduction band {v_n:.4f} eV")
print(f"band bending {bending:.4f} eV; depletion width {depletion:.0f} nm")
print(f"surface field {field * 10:.4f} MV/cm")
print(f"image-force lowering {image:.4f} eV")
print(f"tunnelling mass {MASS_TUNNEL:.2f} m_e; WKB lowering {tunnel:.4f} eV")
print(f"emission velocity {v_emit:.2e} cm/s; drift {DRIFT_VELOCITY:.1e} cm/s")
print(f"barrier rise from finite drift velocity {velocity_shift:.4f} eV")
print(f"intrinsic density {NI:.1e} cm^-3; lifetime {LIFETIME:.1e} s")
print(f"recombination/thermionic at forward bias {j_rec / j_forward:.2e}")
print(f"current share of undepleted patches at bias {below_flat:.1e}")
print(f"dominant patch deficit {deficit:.4f} eV")
print(f"pinched edge strip {edge:.1f} nm; area share {edge_fraction:.3f}")
print(f"number of patches {patches}")
for t in temps:
    print(f"relative current scatter at {t:.0f} K {scatter[t]:.3f}")
print(f"sampling limit temperature {t_sampling:.0f} K")
for t in sample_t:
    print(f"T {t:.0f} K: formula {apparent(t):.4f} eV, "
          f"median random mosaic {typical[t]:.4f} eV")
print("verified")
```

Printed output:

```
mean barrier 0.850 eV; spread 0.060 eV
emission mass 0.92 m_e; A* 110.6 A/(cm2 K2)
doping 1.0e+16 cm^-3; Nc 2.8e+19 cm^-3; eps_r 11.7
contact radius 250 um; patch 1.0 um
thermal energy at 300 K 0.02585 eV
T 250 K: reduction 0.0836 eV, apparent barrier 0.7664 eV
T 300 K: reduction 0.0696 eV, apparent barrier 0.7804 eV
T 350 K: reduction 0.0597 eV, apparent barrier 0.7903 eV
saturation current, 300 K 7.729e-07 A/cm2
same with no spread 5.230e-08 A/cm2
current ratio 14.78
current at 0.20 V forward 1.769e-03 A/cm2
dominant barrier 0.7107 eV; its spread 0.0600 eV
Richardson tangent energy, 300 K 0.7107 eV
Richardson tangent prefactor 7.48 A/(cm2 K2)
quadratic fit: mean 0.8500 eV, spread 0.0600 eV
quadratic fit: A* 110.6 A/(cm2 K2)
capacitance barrier, 1 V reverse 0.8467 eV
uniform-distribution reduction 0.0500 eV
assumed barrier drift 2.50e-04 eV/K
apparent rise 250 to 350 K, no drift 0.0239 eV
barrier change from drift, same range -0.0250 eV
tangent energy with drift, 300 K 0.7857 eV
Fermi level below conduction band 0.2052 eV
band bending 0.6448 eV; depletion width 289 nm
surface field 0.0447 MV/cm
image-force lowering 0.0234 eV
tunnelling mass 0.20 m_e; WKB lowering 0.0130 eV
emission velocity 2.22e+06 cm/s; drift 1.0e+07 cm/s
barrier rise from finite drift velocity 0.0052 eV
intrinsic density 1.0e+10 cm^-3; lifetime 1.0e-06 s
recombination/thermionic at forward bias 6.26e-04
current share of undepleted patches at bias 1.8e-07
dominant patch deficit 0.1393 eV
pinched edge strip 9.9 nm; area share 0.020
number of patches 62500
relative current scatter at 250 K 0.193
relative current scatter at 300 K 0.059
relative current scatter at 350 K 0.029
sampling limit temperature 148 K
T 300 K: formula 0.7804 eV, median random mosaic 0.7806 eV
T 200 K: formula 0.7456 eV, median random mosaic 0.7481 eV
T 100 K: formula 0.6411 eV, median random mosaic 0.6861 eV
verified
```
